# Sternheimer antishielding of a closed-shell ion from inhomogeneous radial equations, part 1

(Sections cited here and not found follow in the second part.)

## Definitions and conventions

Hartree atomic units are used. A closed-shell ion has a point nucleus of charge $Z$ and $N$ nonrelativistic electrons. Every orbital $\psi=u_{nl}(r)Y_{lm}/r$, with $u$ real and $\int u^2dr=1$, comes from one local spherical potential $v(r)$ that behaves as $-Z/r$ at the nucleus:

$$h_l u=\varepsilon u,\qquad h_l=-\tfrac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+v(r).$$

Brackets denote radial integrals, $\langle a|g|b\rangle=\int a\,g\,b\,dr$.

Distant charges with axial symmetry produce the electrostatic potential $\phi=\tfrac14V_{zz}^{\rm ext}(3z^2-r^2)=\tfrac12V_{zz}^{\rm ext}r^2P_2(\cos\theta)$. Its second $z$ derivative is $\tfrac14V_{zz}^{\rm ext}(6-2)=V_{zz}^{\rm ext}$, the external electric field gradient. An electron has charge $-1$, so its energy is $\lambda r^2P_2$ with $\lambda=-V_{zz}^{\rm ext}/2$. The electrons deform and add their own gradient at the nucleus. To first order in $\lambda$,

$$V_{zz}=(1-\gamma_\infty)V_{zz}^{\rm ext}.$$

Positive $\gamma_\infty$ is shielding, negative $\gamma_\infty$ antishielding.

Let the electron number density change by $\delta n=\lambda n_1(r)P_L(\cos\theta)$ under a perturbation $\lambda r^LP_L$; $L=2$ is the case wanted. The multipole expansion of $1/|\mathbf r-\mathbf r'|$ gives the induced Hartree energy $\lambda v_H(r)P_L$,

$$v_H=\frac{4\pi}{2L+1}\Big[r^{-L-1}\!\int_0^r n_1r'^{L+2}dr'+r^L\!\int_r^\infty n_1r'^{1-L}dr'\Big].$$

It will turn out that $n_1=O(r^2)$ for $L=2$. The first term is then $O(r^4)$, and so is the error made by moving the lower limit of the second to zero. At the nucleus the total energy is $\lambda r^2P_2$ times $1-\gamma_\infty$, with

$$\gamma_L=-\frac{4\pi}{2L+1}\int_0^\infty n_1r^{1-L}dr=-\frac1\lambda\int\delta n\,\frac{P_L}{r^{L+1}}d^3r,\qquad\gamma_\infty=\gamma_2 .$$

The two forms agree because $\int P_L^2d\Omega=4\pi/(2L+1)$.

## Two 1s electrons by hand

Take two non-interacting electrons with $v=-Z/r$ and $u=2Z^{3/2}re^{-Zr}$. The first-order equation is $(H-\varepsilon)\psi_1=-(\lambda r^2P_2-\varepsilon_1)\psi$. The shift $\varepsilon_1$ vanishes because $P_2$ averages to zero over the sphere. Since $Y_{20}=\sqrt5P_2Y_{00}$, the source is $-\lambda r^2(u/r)Y_{20}/\sqrt5$. Writing $\psi_1=-\lambda(w/r)Y_{20}/\sqrt5$ leaves

$$(h_2-\varepsilon)w=r^2u .$$

The density change is $\delta n=2\cdot2\,\psi\psi_1$, one factor 2 from spin and one from the cross term of $|\psi+\psi_1|^2$. With $\int Y_{00}Y_{20}P_2d\Omega=1/\sqrt5$ the definition gives $\gamma_\infty=\tfrac45\int u\,w\,r^{-3}dr$.

To solve, set $w=fu$. For a source orbital $l$ and a response $l'$, $(fu)''=f''u+2f'u'+fu''$, and the $fu''$ term cancels against $h_lu=\varepsilon u$ except for the difference of centrifugal terms:

$$\frac{(h_{l'}-\varepsilon)(fu)}{u}=-\tfrac12f''-f'\frac{u'}{u}+\frac{l'(l'+1)-l(l+1)}{2r^2}f .\tag{1}$$

For 1s, $u'/u=1/r-Z$ and the last coefficient is $3/r^2$, so $f=r^k$ maps to $[3-\tfrac12k(k+1)]r^{k-2}+kZr^{k-1}$. Thus $r^3\to-3r+3Zr^2$ and $r^2\to2Zr$. With $f=br^3+ar^2$, the $r^2$ term needs $b=1/(3Z)$, and cancelling the $r$ term needs $2Za=3b$, $a=1/(2Z^2)$. This solution is regular and decays, and it is unique because $\varepsilon_{1s}$ is not an eigenvalue of $h_2$. With $\langle r^{-1}\rangle=Z$,

$$\int u^2fr^{-3}dr=aZ+b=\frac{5}{6Z},\qquad\gamma(1s\to d)=\frac45\cdot\frac5{6Z}=\frac{2}{3Z}.$$

Here $f>0$, so $\delta n\propto-\lambda P_2$: electrons leave the directions where the perturbation raises their energy, and they shield.

## Any filled shell

$P_L$ conserves $m$, so the perturbation is diagonal within a shell. Let the first-order potential be $\lambda v_1(r)P_L$, with $v_1=r^L$ for now, and let $A^m_{l'l}=\int Y^*_{l'm}P_LY_{lm}d\Omega$. Then $\varepsilon_1=\lambda A^m_{ll}\langle v_1\rangle$. Put $\psi_1=-\lambda\sum_{l'}A^m_{l'l}(w_{l'}/r)Y_{l'm}$ and project the first-order equation on $Y_{l'm}$. The factor $A^m_{l'l}$ stands on both sides, and the radial equation is free of $m$:

$$(h_{l'}-\varepsilon_{nl})\,w=\big(v_1-\delta_{ll'}\langle v_1\rangle\big)u_{nl}.\tag{2}$$

Channels with $l'\ne l$ are angular excitations, those with $l'=l$ radial ones.

The density needs $G(\Omega)=\sum_mA^m_{l'l}Y^*_{lm}Y_{l'm}$. The sum may be extended over independent $m,m'$, since the added matrix elements vanish. The addition theorem, used once for $l$ and once for $l'$, with $\omega$ the angle between $\Omega$ and $\Omega'$, gives

$$G(\Omega)=\frac{(2l+1)(2l'+1)}{(4\pi)^2}\int P_l(\cos\omega)P_{l'}(\cos\omega)P_L(\cos\theta')\,d\Omega' .$$

Expand $P_lP_{l'}=\sum_K(2K+1)I_KP_K$ with $I_K=\tfrac12\int_{-1}^1P_lP_{l'}P_Kd\mu$, which is the squared $3j$ symbol with zero projections. Because $\int P_K(\cos\omega)P_L(\cos\theta')d\Omega'=\delta_{KL}\,4\pi P_L(\cos\theta)/(2L+1)$, one term survives: $G=(2l+1)(2l'+1)I_LP_L/4\pi$. A filled shell therefore answers a $P_L$ potential with a $P_L$ density. Including the factor 4 as before,

$$n_1=-\frac{2L+1}{4\pi r^2}\sum c\,u\,w,\qquad\gamma_L=\sum c\int\frac{u\,w}{r^{L+1}}dr,\qquad c=\frac{4(2l+1)(2l'+1)}{2L+1}I_L,\tag{3}$$

summed over filled shells and $l'$. For s→d, $I_2=\tfrac15$ and $c=\tfrac45$, as found above. For p→p, $I_2=\tfrac12(\tfrac35-\tfrac13)=\tfrac2{15}$ and $c=\tfrac{36}5\cdot\tfrac2{15}=\tfrac{24}{25}$. For p→f, $P_1P_2=\tfrac25P_1+\tfrac35P_3$ gives $I_2=\tfrac35\cdot\tfrac17$ and $c=\tfrac{84}5\cdot\tfrac3{35}=\tfrac{36}{25}$. The numerical output lists these and the d-shell values, tested against a quadrature of $\sum_m4(A^m_{l'l})^2$.

## A filled 2p shell by hand

For hydrogenic 2p, $u\propto r^2e^{-Zr/2}$, $u'/u=2/r-Z/2$, and $\langle r^k\rangle=(4+k)!/(4!\,Z^k)$, so $\langle r^3\rangle=210/Z^3$, $\langle r^2\rangle=30/Z^2$, $\langle r^{-1}\rangle=Z/4$, $\langle r^{-3}\rangle=Z^3/24$.

In the angular channel p→f the centrifugal coefficient in (1) is $5/r^2$, and $r^k\to[5-\tfrac12k(k+3)]r^{k-2}+\tfrac12kZr^{k-1}$. So $r^3\to-4r+\tfrac32Zr^2$ and $r^2\to Zr$, giving $f=\frac{2r^3}{3Z}+\frac{8r^2}{3Z^2}$. Then $\langle fr^{-3}\rangle=\frac2{3Z}+\frac{2}{3Z}$ and $\gamma=\frac{36}{25}\cdot\frac4{3Z}=\frac{48}{25Z}$.

In the radial channel that coefficient is zero: $r^3\to-9r+\tfrac32Zr^2$, $r^2\to-5+Zr$, and a constant maps to zero. Matching $r^2$ fixes the $r^3$ coefficient at $2/(3Z)$; cancelling $r$ fixes the $r^2$ coefficient at $6/Z^2$; the constant left over is $-30/Z^2$, which is $-\langle r^2\rangle$, the subtraction in (2). The additive constant $d$ in $f$ stays free. Normalisation of $\psi+\psi_1$ to first order demands $\langle u|w\rangle=\langle f\rangle=0$, so $d=-(140+180)/Z^4$. Then

$$\langle fr^{-3}\rangle=\frac{1}{Z}\Big(\frac23+\frac32-\frac{40}3\Big)=-\frac{67}{6Z},\qquad\gamma(2p\to p)=-\frac{268}{25Z}.$$

The sign holds for any nodeless orbital with $v_1=r^2$. For $l'=l$, (1) times $-2u^2$ reads $(u^2f')'=-2u^2(r^2-\langle r^2\rangle)$, so $u^2f'=2\int_0^ru^2(\langle r^2\rangle-r'^2)dr'$. The integrand changes sign once, from positive to negative, and the integral vanishes at both ends, so $f'>0$. An increasing $f$ and a decreasing $g=r^{-3}$ make $[f(r)-f(r')][g(r)-g(r')]\le0$; averaging over $u^2(r)u^2(r')$ gives $2\langle fg\rangle-2\langle f\rangle\langle g\rangle\le0$, and $\langle f\rangle=0$. The orbitals with $\lambda A^m_{ll}>0$ point towards the raised potential and contract, since $\psi_1\propto-\lambda A^m_{ll}f$ is positive at small $r$; the others expand. Near the nucleus the density has the sign of $+\lambda P_2$ and reinforces the gradient. For orbitals with nodes this argument fails, as $f$ is singular there, and the sign must be computed.

## Orthogonality constraints

Three separate conditions arise for $l'=l$.

Solvability. Multiply $(h_l-\varepsilon)w=s$ by $u$ and integrate. For regular, decaying $w$ the operator moves onto $u$ by parts and gives zero, so $\langle u|s\rangle=0$. With $s=(v_1-\text{const})u$ the constant must be $\langle v_1\rangle$.

Normalisation. Any $w+\alpha u$ also solves (2) and has $\gamma$ shifted by $c\,\alpha\langle r^{-3}\rangle$. The condition $\langle u|w\rangle=0$ removes it.

Other filled shells. Expanding in eigenfunctions $u_k$ of $h_l$ gives $w_a=\sum_{k\ne a}u_k\langle k|r^2|a\rangle/(\varepsilon_k-\varepsilon_a)$. Two filled shells $a,b$ of the same $l$ appear in each other's sums and contribute together

$$c\,\langle a|r^2|b\rangle\langle a|r^{-3}|b\rangle\Big[\frac1{\varepsilon_b-\varepsilon_a}+\frac1{\varepsilon_a-\varepsilon_b}\Big]=0 .$$

Projecting the other filled shells out of source and solution moves the pair term from one shell to the other and leaves the total unchanged. The cancellation uses a common operator and equal occupations. With occupations in the ratio $o_a:o_b$ the bracket carries $o_a-o_b$; with orbital-dependent potentials the two terms refer to different eigenfunctions and the derivation does not apply. The response of one orbital to the field is the unprojected one. Since $c$ is symmetric in $l,l'$, the same cancellation holds between filled shells of different $l$.

## Interchange and the region near the nucleus

Let $y$ solve (2) with $v_1=r^{-3}$, the potential of the nuclear quadrupole. The inverse of $h_{l'}-\varepsilon$, restricted to functions orthogonal to $u$ when $l'=l$, is symmetric, so $\int u\,w\,r^{-3}dr=\int u\,y\,r^2dr$. For 1s, (1) maps $r^{-1}\to3r^{-3}-Zr^{-2}$ and $1\to3r^{-2}$, so $y=(\frac1{3r}+\frac Z9)u$. With $\langle r\rangle=\frac3{2Z}$ and $\langle r^2\rangle=\frac3{Z^2}$ the integral is $\frac1{2Z}+\frac1{3Z}=\frac5{6Z}$ again. Note that $y(0)=\tfrac23Z^{3/2}$ is not zero.

Near $r=0$ a homogeneous solution $r^s(1+ar)$ has $s(s-1)=l'(l'+1)$, so $s=l'+1$ or $-l'$, and the next order, $-\tfrac12(s+1)sa+\tfrac12l'(l'+1)a-Z=0$, fixes $a$, except for $l'=0$, $s=0$, where the coefficient of $a$ vanishes and a term $r\ln r$ appears instead. For the orbital, $u=Ar^{l+1}[1-Zr/(l+1)]$.

For $w$, the source $r^2u\sim r^{l+3}$ drives a term $r^{l+5}$, and $\langle r^2\rangle u$ drives $r^{l+3}$ when $l'=l$. Both are of higher order than the homogeneous $r^{l'+1}$, since $l'\le l+2$. Hence $w\propto r^{l'+1}$, and $n_1\propto uw/r^2\propto r^{l+l'}$ with $l+l'\ge2$, the property assumed at the start.

For $y$, the source $Ar^{l-2}$ drives $y=ar^l$ with $\tfrac12[l'(l'+1)-l(l-1)]a=A$. This dominates $r^{l'+1}$ when $l'\ge l$, and then

$$\frac{ry}{u}\to\frac{2}{l'(l'+1)-l(l-1)},$$

which is $\tfrac13$ for s→d, 1 for p→p and $\tfrac16$ for p→f. For $l'=l-2$ the homogeneous $r^{l-1}$ leads and the limit does not apply. In p→p the next power, $r^2$, coincides with the homogeneous one and a logarithm appears. With $y=fu$ and $u^2=A^2r^4(1-Zr)$, $(u^2f')'=-2u^2r^{-3}$ to the order needed, so

$$f'=-\frac{2A^2(r^2/2-Zr^3/3)}{A^2r^4(1-Zr)}=-\frac1{r^2}\Big(1-\frac{2Zr}3+Zr\Big),\qquad f=\frac1r-\frac Z3\ln r+\text{const}.$$

The term $r^2\ln r$ in $y$ has a third derivative $\propto1/r$, so a Taylor-based formula on a uniform $r$ mesh loses its justification at the first points. In $x=\ln r$ each term is an exponential, or $x$ times one, and smooth.

A logarithmic grid must start at some $r_c>0$, where $w$ is set to zero. For s→d with $u\approx Ar$, $w\approx Br^3$ and $u$ left unchanged, two pieces are lost. The omitted interval costs $\int_0^{r_c}ABr\,dr=\tfrac12ABr_c^2$. The wall adds the irregular solution $-Br_c^5r^{-2}$, which contributes $-ABr_c^5\int_{r_c}^\infty r^{-4}dr=-\tfrac13ABr_c^2$. The integral changes by $-\tfrac56ABr_c^2$, with relative corrections of order $Zr_c$. For hydrogenic 1s, $A^2=4Z^3$ and $B=A/(2Z^2)$, so the change is $-\tfrac53Zr_c^2$. This is the cost of the wall on $w$ alone. If the orbital is also computed with $u(r_c)=0$, as in the algorithm below, an s level rises by $\tfrac12A^2r_c$ and the integral changes at first order in $r_c$, by $+\tfrac{25}9r_c$ to leading order for hydrogenic 1s. That term is far larger and decides how small $r_c$ must be; at $r_c=10^{-10}$ bohr it is negligible.

Equations (2) and (3) now give $\gamma_\infty$ for filled shells in a fixed potential, with the constraints on the radial channels and the behaviour near the nucleus worked out. What remains is to solve them numerically, let the potential respond self-consistently, and apply the method to V⁵⁺.
